# The Mattis-Bardeen conductivity of a dirty superconductor

## Two orbitals

Set $\hbar=k_B=1$. Take real one-electron orbitals $n$ with energies $\xi_n$ measured from the chemical potential, each paired with its own spin partner by a real mean-field gap $\Delta$:
$$H=\sum_{n\sigma}\xi_n c^\dagger_{n\sigma}c_{n\sigma}-\Delta\sum_n\left(c^\dagger_{n\uparrow}c^\dagger_{n\downarrow}+\text{h.c.}\right).$$
The substitution $c_{n\uparrow}=u_n\gamma_{n\uparrow}+v_n\gamma^\dagger_{n\downarrow}$, $c_{n\downarrow}=u_n\gamma_{n\downarrow}-v_n\gamma^\dagger_{n\uparrow}$, with $u_n^2,v_n^2=\tfrac12(1\pm\xi_n/E_n)$ and $u_nv_n=\Delta/2E_n$, diagonalizes $H$, with quasiparticle energy $E_n=\sqrt{\xi_n^2+\Delta^2}$.

Let the current $J=\sum j_{nm}c^\dagger_{n\sigma}c_{m\sigma}$ connect two orbitals. The operator $-i\nabla$ has imaginary matrix elements between real functions, and $j$ is Hermitian, so $j_{mn}=j_{nm}^*=-j_{nm}$. The terms of $J$ that move a spin-up quasiparticle are $j_{nm}u_nu_m\gamma^\dagger_{n\uparrow}\gamma_{m\uparrow}+j_{nm}v_nv_m\gamma_{n\uparrow}\gamma^\dagger_{m\uparrow}$. Reordering the second costs a sign, and exchanging the labels $n,m$ returns it through $j_{mn}=-j_{nm}$, so the amplitude is $j_{nm}(u_nu_m+v_nv_m)$. The terms that create a pair are $j_{nm}u_nv_m(\gamma^\dagger_{n\uparrow}\gamma^\dagger_{m\downarrow}+\gamma^\dagger_{m\uparrow}\gamma^\dagger_{n\downarrow})$, and relabelling the second gives $j_{nm}(u_nv_m-v_nu_m)$. Squaring,
$$(uu'+vv')^2=\frac{1+c}{2},\qquad (uv'-vu')^2=\frac{1-c}{2},\qquad c=\frac{\xi\xi'+\Delta^2}{EE'}.$$

At $T=0$ there is nothing to scatter, so a photon must create a pair and needs $\omega=E+E'\ge2\Delta$. The cheapest pair has $\xi=\xi'=0$, where $u=v$, $c=1$ and the amplitude vanishes. Absorption starts at $2\Delta$, and it starts from zero amplitude.

## The dirty metal

With non-magnetic disorder the exact eigenstates are real, so the same $H$ describes weak-coupling s-wave pairing, provided $\Delta$ is uniform; this needs $k_Fl\gg1$. Fields vary as $e^{-i\omega t}$, $\mathcal E=i\omega A$, and the current density is $-QA$, so $\sigma=\sigma_1+i\sigma_2=iQ/\omega$. The field is transverse, which leaves $\Delta$ unchanged to first order, and uniform over a mean free path. The disorder average of $|j_{nm}|^2$ varies with $\xi_n-\xi_m$ on the scale $1/\tau$ of the transport rate. For $\Delta,\omega,T\ll1/\tau$ it is a constant $|j|^2$, and $\sum_n\to N_0V\int d\xi$, with $N_0$ the density of states per spin and volume. The Fermi function is $f$, and $t(E)=\tanh(E/2T)=1-2f(E)$.

One function carries the branch structure: $s(z)=\sqrt{z-\Delta}\sqrt{z+\Delta}$ with principal roots. It is cut only on $[-\Delta,\Delta]$, tends to $z$ at infinity and is odd. Its boundary values $s_{R,A}(E)=s(E\pm i0)$ equal $\operatorname{sgn}E\sqrt{E^2-\Delta^2}$ outside the gap and $\pm i\sqrt{\Delta^2-E^2}$ inside. Let $\rho(E)=\operatorname{Re}(1/s_R)$, which is odd and vanishes in the gap, and let $E'=E+\omega$, $N=EE'+\Delta^2$.

## First derivation: absorption and causality

The perturbation $-J(A_0e^{-i\omega t}+\text{c.c.})$ has $\overline{\mathcal E^2}=2\omega^2|A_0|^2$. Equating the power $V\sigma_1\overline{\mathcal E^2}$ to $\omega$ times the net golden-rule rate $2\pi|A_0|^2\sum|M|^2\delta(\dots)$ gives
$$\sigma_1=\frac{\pi}{\omega V}\sum_{nm}|j_{nm}|^2\Big[(1+c)(f_m-f_n)\,\delta(E_n-E_m-\omega)+\frac{1-c}{2}(1-f_n-f_m)\,\delta(E_n+E_m-\omega)\Big].$$
Scattering carries a factor 2 for spin, while the pair $(n\uparrow,m\downarrow)$ is counted once. The occupations are absorption minus emission: $f_m(1-f_n)-f_n(1-f_m)$ and $(1-f_n)(1-f_m)-f_nf_m$. In the normal metal the bracket is $2[f(\xi_m)-f(\xi_n)]\,\delta(\xi_n-\xi_m-\omega)$, and $\int d\xi\,[f(\xi)-f(\xi+\omega)]=\omega$ yields $\sigma_n=2\pi N_0^2V|j|^2$. Hence $V^{-1}\sum|j_{nm}|^2\to(\sigma_n/2\pi)\iint d\xi\,d\xi'$.

The term $\xi\xi'$ in $c$ is odd and integrates to zero. For the rest $\int d\xi=2\int_\Delta^\infty E\,dE/\sqrt{E^2-\Delta^2}$, once per variable, so the prefactors are $4/2\omega$ and $\tfrac12\cdot4/2\omega$:
$$\frac{\sigma_1}{\sigma_n}=\frac2\omega\int_\Delta^\infty\frac{[f(E)-f(E')]\,N\,dE}{\sqrt{(E^2-\Delta^2)(E'^2-\Delta^2)}}+\frac{\theta(\omega-2\Delta)}{\omega}\int_\Delta^{\omega-\Delta}\frac{[1-f(\epsilon)-f(\omega-\epsilon)]\,[\epsilon(\omega-\epsilon)-\Delta^2]\,d\epsilon}{\sqrt{(\epsilon^2-\Delta^2)((\omega-\epsilon)^2-\Delta^2)}}.\tag{1}$$

Both terms are parts of $\sigma_1/\sigma_n=(1/2\omega)\int_{-\infty}^\infty N\rho\rho'(t'-t)\,dE$, where primes mean argument $E'$ and $t'-t=2(f-f')$. The range $E>\Delta$ gives half of the first term. The reflection $E\to-E'$ keeps $N$ and $\rho\rho'$ and sends $t'\to-t$, $t\to-t'$, so the range $E'<-\Delta$ gives the other half. For $E=-\epsilon<-\Delta$ and $E'>\Delta$, both $N=\Delta^2-\epsilon(\omega-\epsilon)$ and $\rho\rho'$ are negative and $f(-\epsilon)=1-f(\epsilon)$, which is the pair term. Write $N\rho\rho'=1+(N\rho\rho'-1)$. The 1 gives $(1/2\omega)\int(t'-t)\,dE=1$. The remainder falls as $E^{-2}$, so its two parts converge separately, and the reflection makes them equal:
$$\frac{\sigma_1}{\sigma_n}=1+\frac1\omega\int_{-\infty}^\infty t(E)\,[1-N\rho(E)\rho(E+\omega)]\,dE .$$
Here $\omega$ enters only through the polynomial $N$ and through $\rho(E+\omega)=\operatorname{Re}[1/s_R(E+\omega)]$. Dropping the real part defines
$$\Phi(\omega)=1+\frac1\omega\int_{-\infty}^\infty t(E)\left[1-\frac{N\rho(E)}{s_R(E+\omega)}\right]dE,\tag{2}$$
and $\omega\Phi$ is analytic for $\operatorname{Im}\omega>0$. Causality makes $\omega\sigma=iQ$ analytic there too. The difference $\omega(\sigma/\sigma_n-\Phi)$ has zero real part on the whole real axis, since both real parts of the conductivity are even in $\omega$ and a term $\delta(\omega)$ is removed by the factor $\omega$. It therefore continues by reflection to an entire function of at most polynomial growth, which is a polynomial. One physical input fixes it: $Q$ equals its normal value at frequencies far above $\Delta$, so $\omega(\sigma/\sigma_n-1)\to0$. Also $\omega(\Phi-1)\to0$ along $\omega=iy$, because $(E+iy)/s\to1$ and $1/s\to0$ leave $\int t\,(1-E\rho)\,dE$, whose integrand is odd. The polynomial vanishes and $\sigma/\sigma_n=\Phi$.

The imaginary part needs $|E'|<\Delta$, where $\operatorname{Im}(1/s_R')=-1/\sqrt{\Delta^2-E'^2}$, and $|E|>\Delta$. Reflecting, under which $t\rho\to t'\rho'$, puts $E$ in the gap; then $E'>-\Delta$ for $\omega>0$, which leaves $E'>\Delta$:
$$\frac{\sigma_2}{\sigma_n}=\frac1\omega\int_{\max(\Delta-\omega,\,-\Delta)}^{\Delta}\frac{\tanh(E'/2T)\,N\,dE}{\sqrt{(\Delta^2-E^2)(E'^2-\Delta^2)}}.\tag{3}$$

## Second derivation: the Matsubara kernel

In the spinor $(c_{n\uparrow},c^\dagger_{n\downarrow})$ the Hamiltonian is $\xi\tau_3-\Delta\tau_1$, and $G(\xi,i\omega_n)=-(i\omega_n+\xi\tau_3-\Delta\tau_1)/(\omega_n^2+E^2)$ with $\omega_n=(2n+1)\pi T$. Since $j_{nm}c^\dagger_{n\downarrow}c_{m\downarrow}=j_{mn}c_{m\downarrow}c^\dagger_{n\downarrow}$, the current vertex is the unit matrix. With $H(A)=H-AJ+\tfrac12A^2H''$, linear response gives $Q=K-V^{-1}\int_0^{1/T}d\tau'\,e^{i\Omega\tau'}\langle J(\tau')J\rangle$, where $K=\langle H''\rangle/V$. The fermion loop supplies a second minus sign:
$$Q(i\Omega)=K+\frac1V\sum_{nm}|j_{nm}|^2\,T\sum_{\omega_n}\operatorname{tr}G(\xi_n,i\omega_n)\,G(\xi_m,i\omega_n'),\qquad\omega_n'=\omega_n+\Omega .$$

In the normal state a static uniform $A$ is a pure gauge, so $Q_n(0)=0$. With $x=\xi-\xi'$, the two diagonal Nambu components give frequency sums $(f-f')/(x+i\Omega)$ and $(f-f')/(x-i\Omega)$, which add to $2(f-f')\,x/(x^2+\Omega^2)$. With $\int d\xi'[f(\xi'+x)-f(\xi')]=-x$,
$$Q_n(i\Omega)=\frac{\sigma_n}{\pi}\int dx\,(-x)\left[\frac{x}{x^2+\Omega^2}-\frac1x\right]=\frac{\sigma_n}\pi\int\frac{\Omega^2\,dx}{x^2+\Omega^2}=\sigma_n|\Omega|.$$
For nearest-neighbour hopping $K$ is proportional to minus the hopping energy, which pairing reduces in magnitude. Using $\xi$ for the hopping energy ignores the site disorder and gives the order of magnitude: for a flat band of half width $D$ at $T=0$ the relative decrease is $2D^{-2}\int_0^D(\xi-\xi^2/E)\,d\xi$, and $\int_0^D\xi^2d\xi/E=\tfrac12D\sqrt{D^2+\Delta^2}-\tfrac12\Delta^2\operatorname{arsinh}(D/\Delta)$ turns this into $(\Delta/D)^2[\ln(2D/\Delta)-\tfrac12]$, or $4.8\times10^{-4}$ at $D=100\Delta$. What matters is this change against $Q$ itself. If $|j|^2$ carries the weight $1/(1+x^2\tau^2)$, then $Q_n(0)=0$ gives $K=(\sigma_n/\pi)\int dx/(1+x^2\tau^2)=\sigma_n/\tau$, so relative to $\pi\sigma_n\Delta$ the change is $(\Delta/D)[\ln(2D/\Delta)-\tfrac12]/(\pi D\tau)$. This is small for $\Delta\ll D$ and $D\tau\sim k_Fl\gg1$, and it is neglected.

In $Q-Q_n$ the order of sum and integrals may be exchanged, because the difference converges. With $s_n=\sqrt{\omega_n^2+\Delta^2}$, $\int G\,d\xi=-\pi(i\omega_n-\Delta\tau_1)/s_n$, and the trace of two such factors is $-2\pi^2(\omega_n\omega_n'-\Delta^2)/s_ns_n'$. Multiplying by $\sigma_n/2\pi$ and subtracting the case $\Delta=0$,
$$Q(i\Omega)=\sigma_n|\Omega|+\pi\sigma_nT\sum_{\omega_n}\left[\operatorname{sgn}\omega_n\operatorname{sgn}\omega_n'-\frac{\omega_n\omega_n'-\Delta^2}{s_ns_n'}\right].\tag{4}$$
At $\Omega=0$ the bracket is $2\Delta^2/s_n^2$, and $T\sum(\omega_n^2+\Delta^2)^{-1}=t(\Delta)/2\Delta$ gives
$$Q(0)=\pi\sigma_n\Delta\tanh(\Delta/2T).$$

For $\Omega>0$ put $z=i\omega_n$, $z'=z+i\Omega$. Since $s(i\omega_n)=i\operatorname{sgn}(\omega_n)s_n$ and $\omega_n\omega_n'=-zz'$, the bracket is $\operatorname{sgn}\omega_n\operatorname{sgn}\omega_n'\,R(z)$ with $R=1-(zz'+\Delta^2)/s(z)s(z')$. It is $-R$ in the strip $-\Omega<\operatorname{Im}z<0$ and $+R$ outside. The function $t(z)$ has residue $2T$ at each $i\omega_n$, so $T\sum F=\oint t F\,dz/4\pi i$ counterclockwise round each of the three regions. Distant parts vanish because $R\sim z^{-2}$. On the line $z=E$ the upper region runs rightward with $+R$ and the strip runs leftward with $-R$, so the two add, and $1/s_R+1/s_A=2\rho$ gives
$$2\int t(E)\left[1-\frac{(E(E+i\Omega)+\Delta^2)\,\rho(E)}{s(E+i\Omega)}\right]dE .$$
On the line $z=E'-i\Omega$ the strip runs rightward with $-R$ and the lower region leftward with $+R$, and $t(z)=t(E')$ because $\Omega=2\pi mT$. This gives $-2\int t(E')[1-(E'(E'-i\Omega)+\Delta^2)\rho(E')/s(E'-i\Omega)]\,dE'$, which $E'\to-E$ turns into the first integral, as $t$, $\rho$ and $s$ are odd. The total factor is $\pi\sigma_n\cdot4/4\pi i=-i\sigma_n$. The expression is now analytic in $i\Omega$ over the upper half plane and free of exponential growth, which singles out the continuation $i\Omega\to\omega+i0$. Then $Q=-i\sigma_n\omega-i\sigma_n\int t\,[1-N\rho/s_R']\,dE$, and $\sigma=iQ/\omega$ is (2).

## What each derivation assumes

Both use uniform mean-field pairing, the antisymmetry of $j_{nm}$ and a constant $|j|^2$. The golden rule obtains $\sigma_1$ from real transitions alone, with $|\xi-\xi'|$ at most of order the largest of $\omega$, $T$ and $\Delta$, but it cannot see the weight at $\omega=0$. That weight is fixed by causality and by the assumed high-frequency equality with the normal state. The Matsubara route makes the same assumption concrete, as $Q_n(0)=0$ and an unchanged $K$, and it delivers $Q(0)$ without real frequencies. The link is a sum rule. Near zero $\sigma\simeq iQ(0)/(\omega+i0)$, whose real part is $\pi Q(0)\delta(\omega)$. Since $\sigma-\sigma_n$ falls faster than $1/\omega$, its integral over the real axis vanishes on closing the contour above, so $\int_{0^+}^\infty(\sigma_n-\sigma_1)\,d\omega=\tfrac\pi2Q(0)$. At $T=\Delta/2$ quadrature gives $3.7584\,\sigma_n\Delta$ against $3.7583\,\sigma_n\Delta$.

The second route also measures the dirty-limit error. Give $|j|^2$ the Drude weight $w=1/[1+(\xi-\xi')^2\tau^2]$. At $\Omega=0$, $\operatorname{tr}GG'=2(\Delta^2-\omega_n^2+\xi\xi')/[(\xi^2+s_n^2)(\xi'^2+s_n^2)]$. Use $\iint a(\xi)a(\xi')w=\int|\hat a|^2\hat w\,d\eta/2\pi$, with transforms of modulus $(\pi/s_n)e^{-s_n|\eta|}$ for $1/(\xi^2+s_n^2)$, $\pi e^{-s_n|\eta|}$ for $\xi/(\xi^2+s_n^2)$, and $\hat w=(\pi/\tau)e^{-|\eta|/\tau}$. The result is $2\pi^2[(\Delta^2-\omega_n^2)/s_n^2+1]/(1+2s_n\tau)$, which vanishes for $\Delta=0$, so
$$Q(0)=2\pi\sigma_nT\sum_{\omega_n}\frac{\Delta^2}{s_n^2(1+2s_n\tau)}.$$
The loss relative to $\tau=0$ is $4\pi\sigma_n\Delta^2\tau\,T\sum[s_n(1+2s_n\tau)]^{-1}\approx4\sigma_n\Delta^2\tau\ln(1/\Delta\tau)$ to logarithmic accuracy for $T\lesssim\Delta$, so the approach is slow. At $T=\Delta/2$, $Q(0)$ is $0.1756$, $0.6428$ and $0.9265$ of its dirty value for $\Delta\tau=1$, $0.1$ and $0.01$.

The numerical check below tests the coherence factors on an open disordered lattice with $\Delta$ held fixed: a finite-difference stiffness and the kernel both give $2.105637$ in units of the hopping. Reversing the sign of $\Delta^2$ in $c$ gives $0.000000$. That sign belongs to the vertex $\tau_3$, a vector potential opposite for the two spins. The Nambu blocks are then $h(A)$ and $-h(A)$, with $h$ the one-electron Hamiltonian, and on an open lattice one gauge transformation removes $A$ from both and leaves $\Delta$ unchanged. The check also tests (4) against the double $\xi$ integral, (1) against (4) through its dispersion integral, and (3) against the Kramers-Kronig transform of (1).

## Zero temperature

Let $a=\omega/2-\Delta$, $b=\omega/2+\Delta$, so $ab=\omega^2/4-\Delta^2$. The complete elliptic integrals of modulus $k$ are $K(k)=\int_0^{\pi/2}d\phi/\sqrt{1-k^2\sin^2\phi}$ and $E(k)=\int_0^{\pi/2}\sqrt{1-k^2\sin^2\phi}\,d\phi$.

In (1) only the pair term survives. With $\epsilon=\omega/2+x$ the numerator is $ab-x^2$. The factors $\epsilon-\Delta=a+x$, $\omega-\epsilon-\Delta=a-x$, $\epsilon+\Delta=b+x$, $\omega-\epsilon+\Delta=b-x$ give the radicand $(a^2-x^2)(b^2-x^2)$ on $|x|<a$. Put $x=a\sin\phi$ and $k=a/b$, and use $\int_0^{\pi/2}k^2\sin^2\phi\,d\phi/\sqrt{1-k^2\sin^2\phi}=K-E$:
$$\frac{\sigma_1}{\sigma_n}=\frac2\omega\int_0^{\pi/2}\frac{a-bk^2\sin^2\phi}{\sqrt{1-k^2\sin^2\phi}}\,d\phi=\frac2\omega\left[aK-b(K-E)\right].$$
Since $b-a=2\Delta$,
$$\frac{\sigma_1}{\sigma_n}=\Big(1+\frac{2\Delta}\omega\Big)E(k)-\frac{4\Delta}\omega K(k),\qquad k=\frac{\omega-2\Delta}{\omega+2\Delta},\quad\omega>2\Delta,$$
and $\sigma_1=0$ for $0<\omega<2\Delta$. Near threshold $K=E=\pi/2+O(k^2)$, so $\sigma_1/\sigma_n\approx\tfrac\pi2(1-2\Delta/\omega)\approx\pi(\omega-2\Delta)/4\Delta$. The edge is a linear onset. The two inverse square roots alone integrate to $\int_{-a}^adx/\sqrt{a^2-x^2}=\pi$ however small $a$ is. With the opposite sign the numerator would be $2\Delta^2$ and the conductivity would jump by $(1/2\Delta)\,\pi\,(2\Delta^2/2\Delta)=\pi/2$. The vanishing amplitude of the two-orbital problem removes this step.

In (3) set $E=x-\omega/2$, $E'=x+\omega/2$. Then $N=x^2-ab$, and $\Delta-E=b-x$, $\Delta+E=x-a$, $E'-\Delta=x+a$, $E'+\Delta=x+b$ give the radicand $(b^2-x^2)(x^2-a^2)$ on $|a|<x<b$, for either sign of $a$. Put $x^2=b^2(1-k'^2\sin^2\phi)$ with $k'^2=1-a^2/b^2$. Then $b^2-x^2=b^2k'^2\sin^2\phi$, $x^2-a^2=b^2k'^2\cos^2\phi$ and $|x\,dx|=b^2k'^2\sin\phi\cos\phi\,d\phi$, so the measure is $d\phi/x$. With $\int x\,d\phi=bE(k')$ and $\int d\phi/x=K(k')/b$,
$$\frac{\sigma_2}{\sigma_n}=\frac{bE(k')-aK(k')}{\omega}=\frac12\Big(1+\frac{2\Delta}\omega\Big)E(k')-\frac12\Big(1-\frac{2\Delta}\omega\Big)K(k').$$
At $\omega=2\Delta$, $k'=1$, $E=1$ and $aK\to0$ because $K$ diverges only logarithmically, so $\sigma_2=\sigma_n$.

At $\omega=4\Delta$, $k=1/3$, where $K=1.61739$, $E=1.52621$, $K(k')=2.52863$, $E(k')=1.11374$. Then $\sigma_1/\sigma_n=1.5\times1.52621-1.61739=0.67193$ and $\sigma_2/\sigma_n=0.75\times1.11374-0.25\times2.52863=0.20315$. At $\omega=\Delta$ the modulus $|a|/b$ is again $1/3$, and $\sigma_2/\sigma_n=1.5\times1.11374+0.5\times2.52863=2.9349$.

## Low frequency

For $\omega<2\Delta$ put $E'=\Delta+\omega y$ in (3), $0<y<1$, so $E'-\Delta=\omega y$, $\Delta-E=\omega(1-y)$ and $dE=\omega\,dy$:
$$\frac{\sigma_2}{\sigma_n}=\frac1\omega\int_0^1\frac{dy}{\sqrt{y(1-y)}}\;t(\Delta+\omega y)\,h,\qquad h=\frac{N}{\sqrt{(\Delta+E)(E'+\Delta)}}.$$
With $p=2y-1$, $\alpha=\omega p/2\Delta$ and $\beta=(\omega/\Delta)^2(1-p^2)$, direct multiplication gives $N=2\Delta^2(1+\alpha-\beta/8)$ and $(\Delta+E)(E'+\Delta)=4\Delta^2(1+\alpha-\beta/16)$. Expanding, $h/\Delta=1+\alpha/2-\alpha^2/8-3\beta/32+\dots$. The weight integrates to $\pi$, with averages $\langle p\rangle=0$, $\langle p^2\rangle=\tfrac12$, $\langle y\rangle=\tfrac12$. Since $dt/dE=\operatorname{sech}^2(E/2T)/2T$,
$$\frac{\sigma_2}{\sigma_n}=\frac{\pi\Delta}{\omega}\left[\tanh\frac\Delta{2T}+\frac{\omega}{4T}\operatorname{sech}^2\frac{\Delta}{2T}+O(\omega^2)\right].$$
The leading term is $Q(0)/\omega\sigma_n$, as found from (4). The second term relative to the first is $\omega/[2T\sinh(\Delta/T)]$, which is at most $\omega/2\Delta$ because $\sinh x\ge x$, so $\omega\ll\Delta$ is the only condition. Near $T_c$, where $T\sinh(\Delta/T)\approx\Delta$, the bound is reached and the window closes with the gap. At $T=0$ the relative correction is $-(\tfrac1{64}+\tfrac3{64})(\omega/\Delta)^2=-\omega^2/16\Delta^2$; quadrature at $\omega=0.05\Delta$ gives the coefficient $0.06251$.

For $\sigma_1$ at $T>0$ and $\omega\ll T,\Delta$, put $E=\Delta+\omega\sinh^2v$, so that $dE/\sqrt{(E-\Delta)(E'-\Delta)}=2\,dv$. Near the gap edge $N/\sqrt{(E+\Delta)(E'+\Delta)}\approx\Delta$ and $f-f'\approx(\omega/4T)\operatorname{sech}^2(\Delta/2T)$. The integrand stays at this value up to $v\approx\tfrac12\ln(1/\omega)+$const, giving $\sigma_1/\sigma_n\approx(\Delta/2T)\operatorname{sech}^2(\Delta/2T)\ln(1/\omega)+$const; the slope is $0.4200$ at $T=\Delta/2$. The logarithm comes from two sharp gap-edge singularities at distance $\omega$, so the result fails when $\omega$ falls below any broadening of the edge, such as inelastic or pair-breaking rates, which this model omits.

## A model film

Take round parameters $T_c=10$ K, $\rho_n=1/\sigma_n=1\ \mu\Omega\,$m and thickness $d=10$ nm, so the sheet resistance is $100\ \Omega$, at $T=5$ K and 10 GHz. Weak-coupling theory supplies $\Delta_0=\pi e^{-\gamma}T_c=1.7639\,T_c=1.5200$ meV, with $\gamma$ Euler's constant, and $\ln(\Delta_0/\Delta)=2\int_0^\infty f(E)\,d\xi/E$, whose solution is $\Delta=0.9569\times1.5200=1.4545$ meV. The edge $2\Delta/h$ lies at 735 GHz for $T=0$ and 703 GHz at 5 K.

With $T=0.4309$ meV and $\omega=0.04136$ meV, $\Delta/2T=1.6878$, $\tanh=0.93387$ and $\pi\Delta/\omega=110.485$. The limit is $110.485\times0.93387=103.179$. The correction is $[0.04136/(4\times0.4309)](1-0.93387^2)=0.00307$, which raises it to $110.485\times0.93694=103.518$. The integrals (1) and (3) give $\sigma_1/\sigma_n=0.7281$ and $\sigma_2/\sigma_n=103.503$, so the limit is low by $0.31\%$ of the full integral.

Ampère's law with current density $-QA$ gives the penetration depth $\lambda^{-2}=\mu_0\omega\sigma_2$ when $\sigma_1\ll\sigma_2$. The limit yields 350 nm, against 331 nm at $T=0$. Since $d\ll\lambda$ the current is uniform and the sheet impedance is $Z=1/\sigma d=R-i\omega L$. The limit gives $L=100\ \Omega/(2\pi\times10^{10}\,\text{s}^{-1}\times103.179)=15.4$ pH. The full conductivity gives $L=15.4$ pH as well at this precision, and $R\approx100\ \Omega\times0.7281/103.503^2=6.80$ m$\Omega$. These are values for $\tau\to0$. At this temperature the finite-$\tau$ sum for $Q(0)$ gives a loss of about $6\%$ of the dirty value for $\Delta\tau=0.01$ and about $0.9\%$ for $\Delta\tau=0.001$. The resistivity alone does not fix $\tau$: with free electrons of density $5\times10^{28}$ m$^{-3}$ it gives $\Delta\tau\approx0.0016$, $k_Fl\approx11$ and a loss of $1.4\%$, still larger than the error of the low-frequency limit. The resistance is the least robust number, because $\omega$ is only $0.028\Delta$ and $\sigma_1$ is thermally activated. A phenomenological broadening $E\to E+i\Gamma$ of the gap edge with $\Gamma=0.03\Delta$ lowers $\sigma_1/\sigma_n$ from $0.73$ to $0.58$, and a ratio $\Delta_0/T_c=2.0$ in place of the weak-coupling $1.76$, with the same $\Delta(T)/\Delta_0$, gives $R=3.7$ m$\Omega$ and $L=13.2$ pH. For a real film the gap and its broadening must be taken from measurement.

## Values computed for the example and the checks

```
lattice d2Omega/dA2, finite difference = 2.105637 t
lattice kernel = 2.105637 t, opposite coherence sign = 0.000000 t
relative diamagnetic change at D/gap = 100: 4.798e-04
T/gap = 0.5: pi tanh(gap/2T) = 2.392619 gap
  Q(iOm), m=0: xi integral 2.39262, sum 2.39262 gap
  Q(iOm), m=1: xi integral 4.47291, sum 4.47291 gap
  Q(iOm), m=3: xi integral 10.10763, sum 10.10763 gap
  gap*tau = 1.0: Q(0)/dirty value = 0.1756
  gap*tau = 0.1: Q(0)/dirty value = 0.6428
  gap*tau = 0.01: Q(0)/dirty value = 0.9265
  w/gap=0.3: s1/sn=0.77877, s2/sn=8.50305, KK 8.50305
  w/gap=1.3: s1/sn=0.26199, s2/sn=1.96659, KK 1.96659
  w/gap=2.9: s1/sn=0.50092, s2/sn=0.40516, KK 0.40516
  w/gap=6.1: s1/sn=0.84865, s2/sn=0.08562, KK 0.08562
missing area T/gap=0.0: 4.9348, (pi/2)Q(0) = 4.9348 gap
missing area T/gap=0.5: 3.7584, (pi/2)Q(0) = 3.7583 gap
T=0 edge slope = 0.7853 /gap; jump with opposite sign = 1.5708
T=0 coefficient of (w/gap)^2 in 1 - w s2/(pi gap) = 0.06251
T=0 w/2gap=0.25: k=0.6000 s1/sn=0.00000 s2/sn=6.18383
T=0 w/2gap=0.5: k=0.3333 s1/sn=0.00000 s2/sn=2.93492
T=0 w/2gap=1.0: k=0.0000 s1/sn=0.00000 s2/sn=1.00000
T=0 w/2gap=1.5: k=0.2000 s1/sn=0.47579 s2/sn=0.37273
T=0 w/2gap=2.0: k=0.3333 s1/sn=0.67193 s2/sn=0.20315
T=0 w/2gap=5.0: k=0.6667 s1/sn=0.92986 s2/sn=0.03158
k=1/3: K=1.61739 E=1.52621 K(k')=2.52863 E(k')=1.11374
T/gap=0.3: d s1/d ln(1/w) = 0.2217, formula 0.2217
T/gap=0.5: d s1/d ln(1/w) = 0.4200, formula 0.4200
T/gap=2.0: d s1/d ln(1/w) = 0.2350, formula 0.2350
example: Tc=10.0 K, T=5.0 K, f=10 GHz
rho_n=1.0e-06 Ohm m, d=10 nm, sheet R=100.0 Ohm
gap(0)/kTc = 1.7639, gap(T)/gap(0) = 0.9569
gap(0) = 1.5200 meV, gap(T) = 1.4545 meV
kT = 0.4309 meV, hbar w = 0.04136 meV
edge 2gap/h: T=0 735.1 GHz, at T 703.4 GHz
w/gap = 0.02843, gap/2T = 1.6878, tanh = 0.93387
pi gap/w = 110.485, (w/4T) sech^2 = 0.00307
s1/sn = 0.7281, s2/sn = 103.503
s2/sn limit = 103.179, with first correction = 103.518
relative error of the limit = 3.129e-03
sigma1 = 7.2810e+05 S/m, sigma2 = 1.0350e+08 S/m
T, w->0: lambda = 350.4 nm, sheet L = 15.425 pH
T=0, w->0: lambda = 331.2 nm, sheet L = 13.784 pH
thin film Z = R - i w L: R = 6.796 mOhm, L = 15.376 pH
```
